\section*{Permutation and Kleinman Symmetry of the Second-Order Susceptibility}

Interchanging tensor indices freely reduces the number of independent second-order coefficients of a transparent medium. In the three-level model worked out below, driven at a photon energy of 1.0 eV with its lowest transition at 3.0 eV, this replaces a coefficient of 1.14 pm/V by one of 0.78 pm/V, an error of 32% relative to the correct value. Neither the fundamental nor the second harmonic is absorbed, so transparency does not justify the interchange. What does hold for an undamped molecule away from resonance is a permutation in which each index carries its frequency along. The sum-over-states formula shows the difference between the two operations.

\section{Conventions}

Consider $N$ independent, identically aligned molecules per volume, each initially in a nondegenerate ground state $g$. Local-field corrections are neglected, which requires a dilute medium. In the electric-dipole approximation
\begin{equation}
H=H_0-\sum_j\mu_jE_j(t),\qquad
E_j(t)=\sum_a E_j(\omega_a)e^{-i\omega_at},
\end{equation}
where $a$ runs over positive and negative frequencies and $E_j(-\omega)=E_j(\omega)^*$. Set the energy of $g$ to zero and let $\hbar\Omega_n$ be the energy of excited state $n$. The second-order dipole defines $\beta$:
\begin{equation}
\langle\mu_i\rangle^{(2)}=\sum_{jk}\sum_{ab}
\beta_{ijk}(-\omega_a-\omega_b;\omega_a,\omega_b)
E_j(\omega_a)E_k(\omega_b)e^{-i(\omega_a+\omega_b)t}.
\label{def}
\end{equation}
Pairs are ordered: two different input frequencies contribute twice, a single frequency doubled contributes once. The susceptibility is $\chi_{ijk}=N\beta_{ijk}/\varepsilon_0$.

For one process write $\omega_\sigma=\omega_1+\omega_2$ and attach a frequency to each index:
\begin{equation}
\omega_i=-\omega_\sigma,\quad \omega_j=\omega_1,\quad \omega_k=\omega_2,
\qquad \omega_i+\omega_j+\omega_k=0.
\label{entries}
\end{equation}
Also define $\bar\mu=\mu-\mu_{gg}$, with $\mu_{gg}$ multiplying the unit operator. Then $\bar\mu_{gg}=0$, and off-diagonal elements are unchanged. Both derivations lead to
\begin{equation}
\beta_{ijk}=\frac{1}{2\hbar^2}\sum_{(a,b,c)}\sum_{n,m\ne g}
\frac{\mu^a_{gn}\bar\mu^b_{nm}\mu^c_{mg}}
{(\Omega_n+\omega_a)(\Omega_m-\omega_c)},
\label{sos}
\end{equation}
where $(a,b,c)$ runs over the six orders of $i,j,k$.

\section{First derivation: state amplitudes}

The Hamiltonian contains the number $-\mu_{gg}\cdot E(t)$, which changes only the phase of the state. We may therefore evolve with $-\bar\mu\cdot E$. The norm is conserved, so $\langle\mu\rangle=\mu_{gg}+\langle\bar\mu\rangle$.

Expand the state as $|g\rangle+|1\rangle+|2\rangle+\dots$, the numbers giving the order in the field. The field is switched on slowly, which selects the driven solution. For an excited state $m$,
\begin{equation}
i\hbar\dot c_m^{(1)}=\hbar\Omega_mc_m^{(1)}-\sum_{ja}\mu^j_{mg}E_j(\omega_a)e^{-i\omega_at}.
\end{equation}
Inserting a solution proportional to $e^{-i\omega_at}$ turns the left side into $\hbar\omega_ac_m^{(1)}$, so
\begin{equation}
c_m^{(1)}=\sum_{ja}\frac{\mu^j_{mg}E_j(\omega_a)}{\hbar(\Omega_m-\omega_a)}e^{-i\omega_at}.
\label{c1}
\end{equation}
There is no first-order amplitude on $g$, because $\bar\mu_{gg}=0$. Using $c^{(1)}_m$ as the source in the next order gives
\begin{equation}
c_n^{(2)}=\sum_{jk,ab}\sum_{m\ne g}
\frac{\bar\mu^k_{nm}\mu^j_{mg}E_j(\omega_a)E_k(\omega_b)}
{\hbar^2(\Omega_n-\omega_a-\omega_b)(\Omega_m-\omega_a)}e^{-i(\omega_a+\omega_b)t}.
\label{c2}
\end{equation}
A second-order amplitude on $g$ does exist, but it enters the dipole multiplied by $\bar\mu^i_{gg}=0$. This is why $g$ is absent from both sums and no denominator contains an optical frequency alone.

The second-order dipole is $\langle g|\bar\mu_i|2\rangle+\langle1|\bar\mu_i|1\rangle+\langle2|\bar\mu_i|g\rangle$. The conjugate of (\ref{c1}) contains $E_k(\omega_b)^*e^{i\omega_bt}/(\Omega_n-\omega_b)$. Since $b$ covers both signs, rename $\omega_b\to-\omega_b$; this becomes $E_k(\omega_b)e^{-i\omega_bt}/(\Omega_n+\omega_b)$. Doing the same for the conjugate of (\ref{c2}), the coefficient of $E_j(\omega_1)E_k(\omega_2)$ is
\begin{align}
B_{jk}=\frac1{\hbar^2}\sum_{n,m\ne g}\Big[&
\frac{\mu^i_{gn}\bar\mu^k_{nm}\mu^j_{mg}}{(\Omega_n-\omega_\sigma)(\Omega_m-\omega_1)}
+\frac{\mu^k_{gn}\bar\mu^i_{nm}\mu^j_{mg}}{(\Omega_n+\omega_2)(\Omega_m-\omega_1)}\nonumber\\
&+\frac{\mu^j_{gn}\bar\mu^k_{nm}\mu^i_{mg}}{(\Omega_n+\omega_1)(\Omega_m+\omega_\sigma)}\Big].
\label{three}
\end{align}
The labels $(j,\omega_1)$ and $(k,\omega_2)$ are summed over in (\ref{def}), so $B$ may be replaced by half the sum of itself and its partner with these pairs exchanged. That gives six terms and the factor $1/2$.

Now use (\ref{entries}). In the first term $\Omega_n-\omega_\sigma=\Omega_n+\omega_i$, so it is the order $(i,k,j)$ of (\ref{sos}). The second is $(k,i,j)$. In the third $\Omega_m+\omega_\sigma=\Omega_m-\omega_i$, so it is $(j,k,i)$. Exchanging the inputs supplies $(i,j,k)$, $(j,i,k)$ and $(k,j,i)$. These are all six orders, which proves (\ref{sos}).

\section{Second derivation: density matrix}

Let $\rho^{(0)}=|g\rangle\langle g|$ and $\omega_{mn}=\Omega_m-\Omega_n$, with $\Omega_g=0$. From $i\hbar\dot\rho=[H_0,\rho]-\sum_jE_j[\mu_j,\rho]$, each order follows from the preceding one. For unit field amplitudes, the input $j$ acting first gives
\begin{equation}
\rho^{(1)}_{mn}=-\frac{[\mu_j,\rho^{(0)}]_{mn}}{\hbar(\omega_1-\omega_{mn})},
\qquad
\rho^{(2)}_{mn}=-\frac{[\mu_k,\rho^{(1)}]_{mn}}{\hbar(\omega_\sigma-\omega_{mn})}.
\label{liouville}
\end{equation}
A constant commutes with everything, so $\mu$ may be replaced by $\bar\mu$ in the commutators. Because $\rho^{(2)}$ has zero trace, the replacement is also allowed in $\mathrm{Tr}(\mu_i\rho^{(2)})$. The nonzero first-order elements are
\begin{equation}
\rho^{(1)}_{mg}=\frac{\mu^j_{mg}}{\hbar(\Omega_m-\omega_1)},\qquad
\rho^{(1)}_{gn}=\frac{\mu^j_{gn}}{\hbar(\Omega_n+\omega_1)}.
\end{equation}
The elements of $\rho^{(2)}$ that connect $g$ to an excited state are
\begin{align}
\rho^{(2)}_{ng}&=\sum_{m\ne g}\frac{\bar\mu^k_{nm}\mu^j_{mg}}
{\hbar^2(\Omega_n-\omega_\sigma)(\Omega_m-\omega_1)},\\
\rho^{(2)}_{gm}&=\sum_{n\ne g}\frac{\mu^j_{gn}\bar\mu^k_{nm}}
{\hbar^2(\Omega_n+\omega_1)(\Omega_m+\omega_\sigma)}.
\end{align}
Multiplied by $\mu^i_{gn}$ and $\mu^i_{mg}$, they reproduce the first and third terms of (\ref{three}). The element $\rho^{(2)}_{gg}$ multiplies $\bar\mu^i_{gg}=0$.

Between two excited states,
\begin{equation}
\rho^{(2)}_{mn}=\frac{1}{\hbar^2(\omega_\sigma-\omega_{mn})}
\left[\frac{\mu^j_{mg}\mu^k_{gn}}{\Omega_m-\omega_1}
-\frac{\mu^k_{mg}\mu^j_{gn}}{\Omega_n+\omega_1}\right].
\end{equation}
This seems to contain a resonance at the difference of two excited energies. Add the other time order, in which $k$ acts first, and collect the factor of $\mu^j_{mg}\mu^k_{gn}$:
\begin{align}
&\frac{1}{\omega_\sigma-\omega_{mn}}
\left[\frac1{\Omega_m-\omega_1}-\frac1{\Omega_n+\omega_2}\right]\nonumber\\
&\quad=\frac{1}{\omega_\sigma-\omega_{mn}}\,
\frac{\Omega_n+\omega_2-\Omega_m+\omega_1}{(\Omega_m-\omega_1)(\Omega_n+\omega_2)}
=\frac{1}{(\Omega_m-\omega_1)(\Omega_n+\omega_2)}.
\label{cancel}
\end{align}
The numerator equals $\omega_\sigma-\omega_{mn}$ and removes the apparent resonance. Multiplication by $\bar\mu^i_{nm}$ gives the second term of (\ref{three}); the factor of $\mu^k_{mg}\mu^j_{gn}$ gives its partner with the inputs exchanged. Averaging over the two assignments of the inputs, as before, yields (\ref{sos}).

\section{What each derivation assumes}

The amplitude derivation assumes a pure state and Hamiltonian evolution. The density matrix also admits relaxation, and so shows where losslessness enters. Suppose the element $\rho_{mn}$ decays at rate $\gamma_{mn}$. The numerator in (\ref{cancel}) becomes $\omega_\sigma-\omega_{mn}+i(\gamma_{mg}+\gamma_{ng})$, while the denominator outside the bracket becomes $\omega_\sigma-\omega_{mn}+i\gamma_{mn}$. They cancel if $\gamma_{mn}=\gamma_{mg}+\gamma_{ng}$. Otherwise a resonance between excited states remains, which the amplitudes of a single state evolved with the fixed Hamiltonian $H$ do not contain. Amplitudes recover it if the level energies fluctuate randomly and the result is averaged over the fluctuations.

A simpler damping model multiplies the memory of each field interaction by a decay at the same rate $\eta$. Inputs then enter as $\omega_{1,2}+i\eta$, and the output entry as $-\omega_\sigma-2i\eta$. The cancellation survives and (\ref{sos}) keeps its form, but output and input now carry different imaginary parts. Exchanging them describes a different physical process. This model is a formal device and not a relaxation with fixed rates $\gamma_{mn}$: the element $\rho_{ng}$ carries $\eta$ in first order and $2\eta$ in second order. The same complex frequencies describe a lossless molecule in fields that grow as $e^{\eta t}$.

\section{Full permutation symmetry}

Without loss, and with $|\omega_1|$, $|\omega_2|$ and $|\omega_\sigma|$ away from every $\Omega_n$, the three entries in (\ref{entries}) are real and on an equal footing. Permuting the pairs $(i,\omega_i)$, $(j,\omega_j)$, $(k,\omega_k)$ merely reorders the six terms of (\ref{sos}). Hence
\begin{equation}
\beta_{ijk}(-\omega_\sigma;\omega_1,\omega_2)=\beta_{jik}(\omega_1;-\omega_\sigma,\omega_2),
\end{equation}
and likewise for the other permutations. Real dipoles are not required.

Complex conjugation reverses the matrix product: $(\mu^a_{gn}\bar\mu^b_{nm}\mu^c_{mg})^*=\mu^c_{gm}\bar\mu^b_{mn}\mu^a_{ng}$. The same denominator then belongs to the order $(c,b,a)$ with all frequencies reversed. Therefore
\begin{equation}
\beta_{ijk}(-\omega_\sigma;\omega_1,\omega_2)
=\beta_{jik}(-\omega_1;\omega_\sigma,-\omega_2)^* .
\label{exchange}
\end{equation}
This connects two experiments: generating the sum frequency, and generating $\omega_1$ as the difference $\omega_\sigma-\omega_2$. The numerical check tests the relation by finding the periodic steady state in a finite field separately for each process. For the model below, with inputs of 0.44 and 0.66 eV, the sum-frequency $\beta_{zxx}$ and its exchanged difference-frequency partner are both 0.3772 $e\,\text{\AA}^3/\mathrm{V}^2$. Interchanging the indices alone gives $\beta_{xzx}=0.3420$ or $\beta_{xxz}=0.3498$, depending on which input receives $z$.

With the damping model, the two sides of (\ref{exchange}) differ. Off resonance (\ref{sos}) is smooth in its frequencies, so the mismatch starts linearly in $\eta$. For second-harmonic generation at 1.0 eV with $\hbar\eta=0.05$ eV it is 14% of the magnitude of $\beta_{zxx}$. At 1.5 eV the harmonic meets the 3.0 eV level. The resonant denominator is then $-2i\eta$ on the left of (\ref{exchange}) and $+i\eta$ on the right, after conjugation. The relative mismatch tends to $|i/2+i|/(1/2)=3$, however small $\eta$ becomes. Both numbers belong to this damping model. With fixed rates $\gamma_{ng}=\gamma$ and $\gamma_{mn}=2\gamma$ between excited states, the resonant denominators are $-i\gamma$ and $+i\gamma$, so the limit is $|i+i|/1=2$, and the mismatch at 1.0 eV with $\hbar\gamma=0.05$ eV is 9%. In both models the mismatch on resonance stays finite as the damping vanishes.

Negligible absorption alone does not secure (\ref{exchange}) either. If $\gamma_{mn}\ne\gamma_{mg}+\gamma_{ng}$, the factor that cancels in (\ref{cancel}) equals $(\gamma_{mg}+\gamma_{ng})/\gamma_{mn}$ at $\omega_\sigma=\omega_{mn}$, which does not depend on the overall size of the rates. With $\gamma_{1g}=\gamma_{2g}=1.5\Gamma$ and $\gamma_{12}=\Gamma$, second-harmonic generation at 0.75 eV puts the harmonic at the 1.5 eV spacing of the excited levels, and the mismatch for $\beta_{xxz}$ stays at 26% as $\Gamma\to0$, although linear absorption vanishes with $\Gamma$. At 0.80 eV the mismatch falls linearly with $\Gamma$. The case $m=n$ affects $\omega_\sigma=0$ in the same way: with $\gamma_{ng}=1.5\Gamma$ and population decay $\Gamma$, optical rectification $\beta_{zxx}$ at 1.0 eV differs from its electro-optic partner by 25%.

\section{When indices may be interchanged alone}

At zero frequency nothing distinguishes the indices except their labels, and (\ref{sos}) is symmetric in all three. The same follows from the ground-state energy $\mathcal E_g$ in a static field $F$. Since $\langle\mu_i\rangle=-\partial \mathcal E_g/\partial F_i$ and its quadratic part is $\sum_{jk}\beta_{ijk}F_jF_k$,
\begin{equation}
\beta_{ijk}(0;0,0)=-\frac12\frac{\partial^3\mathcal E_g}{\partial F_i\partial F_j\partial F_k},
\end{equation}
and derivatives commute. This is Kleinman symmetry. Here "static" refers to the electronic model; nuclear motion is not included.

To find the first correction, expand
\begin{align}
\frac{1}{(\Omega_n+\omega_a)(\Omega_m-\omega_c)}=\frac1{\Omega_n\Omega_m}\Big[&1
-\frac{\omega_a}{\Omega_n}+\frac{\omega_c}{\Omega_m}
+\frac{\omega_a^2}{\Omega_n^2}+\frac{\omega_c^2}{\Omega_m^2}\nonumber\\
&-\frac{\omega_a\omega_c}{\Omega_n\Omega_m}+\dots\Big].
\end{align}
The reversed order $(c,b,a)$, with $n$ and $m$ exchanged, has the opposite linear terms and the complex-conjugate dipole product. For real dipoles the linear terms cancel. Because $\omega_b=-\omega_a-\omega_c$, the mixed product is $\omega_a\omega_c=(\omega_b^2-\omega_a^2-\omega_c^2)/2$. The quadratic correction thus contains only squares:
\begin{equation}
\beta_{ijk}=\beta^0_{ijk}+A_i\omega_\sigma^2+A_j\omega_1^2+A_k\omega_2^2+\dots
\end{equation}
Each $A$ belongs to one index of the chosen triple. For second-harmonic generation,
\begin{align}
\beta_{ijk}-\beta_{jik}&=(4A_i+A_j+A_k)\omega^2-(4A_j+A_i+A_k)\omega^2+\dots\nonumber\\
&=3\omega^2(A_i-A_j)+\dots
\label{violation}
\end{align}
Small $\omega/\Omega_n$ therefore makes this difference small compared with $\beta^0_{ijk}$, and Kleinman symmetry approximate, provided the static value $\beta^0_{ijk}$ does not itself vanish or nearly cancel. If time reversal is broken and the dipole products are complex, the linear terms leave a remainder proportional to their imaginary part, and the violation can begin linearly in $\omega$.

Negligible dispersion is not strictly necessary. Take an isotropic two-dimensional oscillator with mass, charge, frequency and $\hbar$ equal to one, and a weak potential $\lambda x^2y$:
\begin{equation}
\ddot x+x=E_x-2\lambda xy,\qquad \ddot y+y=E_y-\lambda x^2 .
\end{equation}
At zeroth order in $\lambda$ a field at $\omega$ adds to each coordinate a classical displacement of amplitude $D(\omega)E$, with $D(\omega)=1/(1-\omega^2)$. The undriven mean coordinates vanish, so the part of $\langle x^2\rangle$ and $\langle xy\rangle$ quadratic in the field is the product of these displacements. Hence
\begin{equation}
\beta_{yxx}=-\lambda D(2\omega)D(\omega)^2,\qquad
\beta_{xxy}+\beta_{xyx}=-2\lambda D(2\omega)D(\omega)^2 .
\end{equation}
The last two coefficients are equal because their input frequencies are, so $\beta_{xxy}=\beta_{yxx}$ to first order in $\lambda$. At $\omega=0.3$ both are 1.887 times their static value. Dispersion is strong, but it enters through a factor common to all index orders. The equality is not exact: at this frequency the two coefficients differ by a relative amount of about $0.76\lambda^2$. Point symmetry gives exact cases. In the groups $D_{3h}$ and $T_d$ (the latter that of zincblende crystals) all allowed components are fixed by a single number and are symmetric in their indices at any dispersion. Where neither point symmetry nor a common dispersion factor applies, negligible dispersion is what secures the symmetry.

\section{A three-level model}

Let the excited energies be $\hbar\Omega_1=3.0$ eV and $\hbar\Omega_2=4.5$ eV. The transition dipoles are $\mu^z_{g1}=1.5$, $\mu^x_{g2}=1.0$ and $\mu^x_{12}=1.2$ $e\,\text{\AA}$. The permanent dipoles along $z$ are 0.5, 2.5 and 1.5 $e\,\text{\AA}$ in $g$, 1 and 2. Two products matter:
\begin{align}
p&=\mu^z_{g1}\mu^x_{12}\mu^x_{2g}=1.5\times1.2\times1.0=1.8\ (e\,\text{\AA})^3,\\
q&=\bar\mu^z_{22}|\mu^x_{g2}|^2=(1.5-0.5)\times1.0^2=1.0\ (e\,\text{\AA})^3 .
\end{align}
From here on $\Omega$ and $\omega$ denote energies in eV, so $\hbar$ drops out, and $\beta$ is in $e\,\text{\AA}^3/\mathrm{V}^2$.

For $\beta_{zxx}$ the index $z$ carries $-2\omega$ and each $x$ carries $\omega$. Placing $z$ first, last or in the middle gives two equal orders each, which cancels the factor $1/2$:
\begin{align}
\beta_{zxx}&=\frac{p}{(\Omega_1-2\omega)(\Omega_2-\omega)}
+\frac{p}{(\Omega_1+2\omega)(\Omega_2+\omega)}+\frac{q}{\Omega_2^2-\omega^2}\nonumber\\
&=\frac{1.8}{1.0\times3.5}+\frac{1.8}{5.0\times5.5}+\frac{1.0}{19.25}\nonumber\\
&=0.5143+0.0655+0.0519=0.6317
\end{align}
at $\omega=1.0$ eV. For $\beta_{xxz}$ one $x$ carries $-2\omega$, while $z$ and the other $x$ carry $\omega$:
\begin{align}
\beta_{xxz}={}&\frac p2\left[\frac{1}{\Omega_1+\omega}\left(\frac1{\Omega_2+2\omega}+\frac1{\Omega_2-\omega}\right)
+\frac{1}{\Omega_1-\omega}\left(\frac1{\Omega_2-2\omega}+\frac1{\Omega_2+\omega}\right)\right]\nonumber\\
&+\frac q2\left[\frac1{(\Omega_2-2\omega)(\Omega_2-\omega)}+\frac1{(\Omega_2+\omega)(\Omega_2+2\omega)}\right]\nonumber\\
={}&0.361+0.071=0.432 .
\end{align}
Of these two coefficients only $\beta_{zxx}$ contains the small denominator $\Omega_1-2\omega=1.0$ eV (it also occurs in $\beta_{zzz}$): state 1 is reached from $g$ by a $z$ dipole, so the harmonic approaches it when $z$ is the output index. At $\omega=0$ both expressions become $2p/(\Omega_1\Omega_2)+q/\Omega_2^2=0.316$.

With $N=10^{26}\ \mathrm{m}^{-3}$, $\chi=N\beta/\varepsilon_0$ gives $\chi_{zxx}=1.14$ and $\chi_{xxz}=0.78$ pm/V at 1.0 eV, against a common static value of 0.57 pm/V. At this density the linear susceptibility $\chi_{zz}$ at 2.0 eV is about 0.05, and Lorentz local-field factors would raise both coefficients by about 2%.

The low-frequency coefficients are $A_z=0.0383$ and $A_x=0.0102$ $e\,\text{\AA}^3/(\mathrm{V}^2\,\mathrm{eV}^2)$. In the table, "excess" is $\beta_{zxx}/\beta_{xxz}-1$, and "leading" is (\ref{violation}) divided by the static $\beta$. The two columns have different divisors; the exact difference $\beta_{zxx}-\beta_{xxz}$ divided by the static $\beta$ is 0.27\%, 1.09\%, 8.0\% and 63\% in the four rows.

\begin{center}
\begin{tabular}{ccccc}
$\hbar\omega$ (eV) & $\beta_{zxx}$ & $\beta_{xxz}$ & excess & leading\\
0.10 & 0.3178 & 0.3169 & 0.27\% & 0.27\%\\
0.20 & 0.3231 & 0.3197 & 1.08\% & 1.06\%\\
0.50 & 0.3650 & 0.3398 & 7.4\% & 6.7\%\\
1.00 & 0.6317 & 0.4318 & 46\% & 27\%
\end{tabular}
\end{center}

The quadratic law describes the onset and fails as the harmonic approaches the first level. At 0.5 eV the harmonic is still 2 eV below that level, yet replacing $\beta_{zxx}$ by $\beta_{xxz}$ already gives an error of 7% relative to $\beta_{zxx}$.

\section*{Computed results}
\begin{verbatim}
beta unit: e A^3/V^2 (A = angstrom)
Level energies: 0.0, 3.0, 4.5 eV
mu^z_g1, mu^x_g2, mu^x_12: 1.5, 1.0, 1.2 e A
mu^z_gg, mu^z_11, mu^z_22: 0.5, 2.5, 1.5 e A
p, q: 1.800, 1.000 (e A)^3
Static beta_zxx = beta_xxz: 0.31605
SHG photon energy: 1.0 eV
zxx resonant p term: 0.51429
zxx antiresonant p term: 0.06545
zxx q term: 0.05195
xxz p part, q part: 0.36072, 0.07113
SHG beta_zxx, beta_xxz: 0.63169, 0.43185
SHG ratio zxx/xxz: 1.4628
Number density: 1.0e+26 m^-3
Static chi_zxx: 0.5719 pm/V
SHG chi_zxx, chi_xxz: 1.1430, 0.7814 pm/V
A_z, A_x: 0.038287, 0.010242 e A^3/(V^2 eV^2)
SHG scan: photon eV, zxx, xxz, excess of zxx %, leading law %
  0.05  0.316484  0.316273  0.067  0.067
  0.10  0.317794  0.316946  0.267  0.266
  0.20  0.323123  0.319663  1.082  1.065
  0.50  0.365000  0.339792  7.419  6.655
  1.00  0.631688  0.431848  46.276  26.620
Violation growth on doubling w, real dipoles: 4.0008
Same, time reversal broken: 2.0003
Floquet inputs, output: 0.44, 0.66, 1.10 eV
Floquet field amplitude: 5.0e-04 V/A
Floquet sum-frequency zxx: 0.37723
Floquet exchanged difference-frequency xzx: 0.37723
Floquet sum-frequency xzx (indices only): 0.34198
Largest relative Floquet-SOS error: 1.2e-06
Largest relative permutation error: 4.1e-07
Loss mismatch, w=1.0 eV, eta=0.05 eV: 0.1355
Loss mismatch, w=1.5 eV, eta=0.05 eV: 2.9994
Loss mismatch, w=1.5 eV, eta=0.001 eV: 3.0000
Off-resonance mismatch growth on doubling eta: 1.9999
Oscillator strength lambda, frequency: 2.0e-04, 0.3 (oscillator units)
Oscillator yxx/static, xxy/static: 1.88685, 1.88685
\end{verbatim}
